\section*{The Hartree--Fock error for unpolarized hydrogen atoms and stretched H$_2$, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Half a spin up, half a spin down}

\noindent\textit{Q.} The hydrogen atoms in my dissociation experiment leave without spin polarization. Each is ``half up and half down''. What energy should theory give such an atom?

\noindent\textit{A.} I take clamped point protons and no relativity, and use
\begin{equation}
a_0=\frac{4\pi\epsilon_0\hbar^2}{me^2},\qquad E_h=\frac{e^2}{4\pi\epsilon_0a_0},
\end{equation}
that is $5.291772\times10^{-11}$ m and $4.359745\times10^{-18}$ J. The Hamiltonian $h=-\hbar^2\nabla^2/2m-e^2/4\pi\epsilon_0r$ has lowest eigenvalue $-E_h/2$, with $\phi=(\pi a_0^3)^{-1/2}e^{-r/a_0}$ and any spin. Your atom is an ensemble, $\Gamma=\sum_kw_k|\psi_k\rangle\langle\psi_k|$ with $w_k\ge0$, $\sum_kw_k=1$. Each member obeys $\langle\psi_k|h|\psi_k\rangle\ge-E_h/2$, so $\mathrm{tr}\,\Gamma h\ge-E_h/2$. The bound is reached when every member is $\phi$ times a spinor. Such a mixture is
\begin{equation}
\gamma_{st}(\mathbf r,\mathbf r')=G_{st}\,\phi(\mathbf r)\phi(\mathbf r'),\qquad
G=\tfrac12(1+\mathbf P\cdot\boldsymbol\sigma),
\end{equation}
where $s,t$ label spin, $\boldsymbol\sigma$ are the Pauli matrices and $|\mathbf P|\le1$ is the polarization. The exact energy is $-E_h/2$ for every $\mathbf P$, including your $\mathbf P=0$.

\noindent\textit{Q.} Hartree--Fock is exact for one electron. Does it not return the same number?

\noindent\textit{A.} That depends on what is meant. Averaging the Hartree--Fock energies of the members gives $-E_h/2$. The other meaning treats the energy as a functional of the one-particle density matrix. For a determinant of spin orbitals $\chi_i$ the repulsion is $\frac12\sum_{ij}[(ii|jj)-(ij|ji)]$, with
\begin{equation}
(pq|rs)=\frac{e^2}{4\pi\epsilon_0}\iint\frac{p^*q(\mathbf r)\,r^*s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
\end{equation}
and spin summed where present. With $\gamma=\sum_i|\chi_i\rangle\langle\chi_i|$ and $\rho(\mathbf r)=\sum_s\gamma_{ss}(\mathbf r,\mathbf r)$ the sums over $i$ and $j$ can be done inside the integrals:
\begin{equation}
E_{\rm HF}[\gamma]=\mathrm{tr}\,h\gamma+\frac{e^2}{8\pi\epsilon_0}\iint
\frac{\rho(\mathbf r)\rho(\mathbf r')-\sum_{st}|\gamma_{st}(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\label{hf}
\end{equation}
Now insert the $\gamma$ of the ensemble. Then $\rho=\phi^2\,\mathrm{tr}\,G$, and $\sum_{st}|G_{st}|^2=\mathrm{tr}\,G^2$ because $G$ is Hermitian. Both terms contain the same integral $J=(\phi\phi|\phi\phi)$. For a $2\times2$ matrix with eigenvalues $p_1,p_2$, $(p_1+p_2)^2-p_1^2-p_2^2=2p_1p_2$, so
\begin{equation}
E_{\rm HF}=\langle h\rangle\,\mathrm{tr}\,G+\tfrac12J[(\mathrm{tr}\,G)^2-\mathrm{tr}\,G^2]
=\langle h\rangle\,\mathrm{tr}\,G+J\det G .
\label{det}
\end{equation}
Here $p_{1,2}=(1\pm|\mathbf P|)/2$, so $\mathrm{tr}\,G=1$, and the error relative to $-E_h/2$ is $J(1-P^2)/4$. For $\mathbf P$ along $z$ this is $n_\uparrow n_\downarrow J$.

For $J$, set $y=r/a_0$. The radial probability density is $4y^2e^{-2y}$. By Gauss's law the charge inside $y$ acts from the centre and each outer shell at $y'$ contributes $1/y'$. Integration by parts gives the enclosed fraction $Q(y)=1-e^{-2y}(1+2y+2y^2)$ and the outer part $\int_y^\infty4y'e^{-2y'}dy'=e^{-2y}(1+2y)$. The repulsive potential energy of an electron in the cloud $\phi^2$ is
\begin{equation}
\frac{v(y)}{E_h}=\frac{Q}{y}+e^{-2y}(1+2y)=\frac1y-e^{-2y}\Big(\frac1y+1\Big).
\label{v}
\end{equation}
With $\int_0^\infty y^ne^{-cy}dy=n!/c^{n+1}$,
\begin{equation}
\frac{J}{E_h}=\int_0^\infty\!\big(4ye^{-2y}-4ye^{-4y}-4y^2e^{-4y}\big)dy=1-\frac14-\frac18=\frac58 .
\end{equation}
At $\mathbf P=0$ the unrelaxed error is $J/4=5E_h/32=0.156250\,E_h=6.81210\times10^{-19}$ J. At $\mathbf P=(0,0,0.5)$ it is $0.625\times0.75/4=0.1172\,E_h$. The program accompanying this text tests Eq.~(\ref{det}) against Eq.~(\ref{hf}) evaluated in 24 $s$ Gaussians, and $J$ against a Fourier quadrature.

\noindent\textit{Q.} An atom polarized along $x$ also has $n_\uparrow=n_\downarrow=\frac12$ along $z$. Is it wrong by the same amount?

\noindent\textit{A.} No. For $\mathbf P=(1,0,0)$ all four elements of $G$ equal $\frac12$, so $\mathrm{tr}\,G^2=1$ and $\det G=0$; the numerical check gives $0.000000\,E_h$. The spin-off-diagonal blocks supply the missing exchange. The error depends on $|\mathbf P|$ alone and vanishes only for $G^2=G$, a pure state. The value $5/32$ belongs to the mixed state, not to the two occupation numbers as such.

\section*{The origin of the error}

\noindent\textit{Q.} There is one electron. With what does it interact?

\noindent\textit{A.} With a second electron that the functional believes is sometimes there. Restrict Fock space to the orbital $\phi$: four states, empty, up, down and doubly occupied, and $\hat H=\langle h\rangle\hat N+J\hat n_\uparrow\hat n_\downarrow$. On these states $\hat n_\uparrow\hat n_\downarrow=\hat N(\hat N-1)/2$, which does not depend on the spin axis, so I may use the eigenbasis of $G$. For $|\mathbf P|<1$ take the state $\hat\varrho\propto\exp(-m_1\hat n_1-m_2\hat n_2)$ with $p_i=1/(1+e^{m_i})$. It factorizes, mode $i$ is occupied with probability $e^{-m_i}/(1+e^{-m_i})=p_i$ independently of the other, and its one-particle matrix is $G$. Independence gives $\langle\hat n_1\hat n_2\rangle=p_1p_2$ and
\begin{equation}
\mathrm{tr}\,\hat\varrho\hat H=\langle h\rangle\,\mathrm{tr}\,G+J\det G ,
\end{equation}
which is Eq.~(\ref{det}). Within this orbital space the functional is thus the exact energy of a different state with the same $G$. At $\mathbf P=0$ that state has $N=0,1,2$ with weights $\frac14,\frac12,\frac14$: a proton, an atom, a negative ion. The one-electron energy averages to $\frac12\langle h\rangle+\frac14\,2\langle h\rangle=\langle h\rangle$, and the double occupancy costs $\frac14J$. Your ensemble has the two spins perfectly anticorrelated, up or down but never both, and $G$ does not record that.

In terms of pairs, the numerator of Eq.~(\ref{hf}) is the pair density, and it integrates to $\langle\hat N(\hat N-1)\rangle=2\det G=\frac12$ instead of $0$. Dividing the exchange part by $\rho(\mathbf r)$ gives the hole $-\mathrm{tr}\,G^2\,\phi^2(\mathbf r')$, which removes half an electron where a whole one has to be removed. With the spin axis along $\mathbf P$ (any axis at $\mathbf P=0$), exchange cancels the same-spin repulsion, $\frac12J(p_1^2+p_2^2)$, and leaves the opposite-spin part $Jp_1p_2$.

\noindent\textit{Q.} You froze the orbital. Does self-consistency repair this?

\noindent\textit{A.} Only slightly. Keep $\mathbf P=0$ and one real normalized orbital $\varphi$ for both spins. Write $T$ for the kinetic energy and $U=\langle e^2/4\pi\epsilon_0r\rangle$, so
\begin{equation}
E[\varphi]=T-U+J/4 .
\label{frac}
\end{equation}
For $\phi$, $U=E_h\int4ye^{-2y}dy=E_h$ and hence $T=-E_h/2+U=E_h/2$. Under $\varphi(\mathbf r)\to\zeta^{3/2}\varphi(\zeta\mathbf r)$ a change of variables gives $T\to\zeta^2T$, $U\to\zeta U$, $J\to\zeta J$. Starting from $\phi$,
\begin{equation}
\frac{E(\zeta)}{E_h}=\frac{\zeta^2}{2}-\zeta+\frac{5\zeta}{32}=\frac{\zeta^2}{2}-\frac{27}{32}\zeta .
\end{equation}
The derivative vanishes at $\zeta=27/32$, where $E=-\frac12(27/32)^2E_h=-\frac{729}{2048}E_h=-0.355957\,E_h$. The orbital swells, and the error relative to $-E_h/2$ falls to $0.144043\,E_h$.

For free variation, $\delta\langle h\rangle=2\int\delta\varphi\,h\varphi$, and $\delta J=4\int\delta\varphi\,v_\varphi\varphi$ because $\varphi$ appears four times, $v_\varphi$ being the potential of $\varphi^2$. With the multiplier $\varepsilon$ for the norm,
\begin{equation}
(h+\tfrac12v_\varphi)\varphi=\varepsilon\varphi,\qquad \varepsilon=T-U+J/2,\qquad E=\varepsilon-J/4 .
\end{equation}
This is helium in disguise. Equation~(\ref{det}) with $G=1$ ($\mathrm{tr}\,G=2$, $\det G=1$) and nuclear charge 2 gives the restricted energy $E_{\rm He}[\chi]=2T-4U+J$, with orbital energy $T-2U+J$. Put $\chi(\mathbf r)=2^{3/2}\varphi(2\mathbf r)$:
\begin{align}
E_{\rm He}[\chi]&=8T-8U+2J=8E[\varphi],\label{he}\\
\varepsilon_{\rm He}&=4T-4U+2J=4\varepsilon ,
\end{align}
with the integrals on the right taken over $\varphi$. The map is one to one, so the minima correspond: $E_{\rm frac}=E_{\rm HF}({\rm He})/8$. A radial grid solution gives $\varepsilon=-0.229489\,E_h$ and $J=0.512884\,E_h$, so
$E_{\rm frac}=(-0.229489-0.128221)E_h=-0.357710\,E_h$. Helium, computed separately in 24 $s$ Gaussians, has $-2.861680\,E_h$, and one eighth of that is $-0.357710\,E_h$. The relaxed error is $0.142290\,E_h=6.20348\times10^{-19}$ J; relaxation recovers $0.013960\,E_h$ of the $0.156250\,E_h$.

\section*{The stretched molecule}

\noindent\textit{Q.} Nobody feeds such a $\gamma$ into a calculation of my molecule. Where does it enter H$_2$?

\noindent\textit{A.} Through the spin-restricted determinant. Let $a,b$ be $\phi$ centred on protons A and B at distance $R=xa_0$, $S=\langle a|b\rangle$, and $g=(a+b)/\sqrt{2(1+S)}$. With both spins in $g$, Eq.~(\ref{det}) gives $E_{\rm RHF}=2\langle g|h|g\rangle+(gg|gg)+E_h/x$, where $h$ now holds both nuclear attractions. Define $j=\langle a|e^2/4\pi\epsilon_0r_B|a\rangle$ and $k=\langle a|e^2/4\pi\epsilon_0r_A|b\rangle$. Letting the atomic Hamiltonian act on its own eigenfunction gives $h_{aa}=-E_h/2-j$ and $h_{ab}=-SE_h/2-k$, so
\begin{equation}
\langle g|h|g\rangle=\frac{h_{aa}+h_{ab}}{1+S}=-\frac{E_h}2-\frac{j+k}{1+S}.
\end{equation}
In $(a+b)^2=X+2ab$ with $X=a^2+b^2$, one has $(X|X)=2J+2(aa|bb)$ and $(X|ab)=2(aa|ab)$ by symmetry. The self-repulsion of $X+2ab$ is $(X|X)+4(X|ab)+4(ab|ab)$, to be divided by $4(1+S)^2$:
\begin{align}
E_{\rm RHF}={}&-E_h-\frac{2(j+k)}{1+S}+\frac{E_h}{x}\nonumber\\
&+\frac{J+(aa|bb)+4(aa|ab)+2(ab|ab)}{2(1+S)^2}.
\label{rhf}
\end{align}

The integral $j$ is the potential of $a^2$ at B, so $j=v(x)$ from Eq.~(\ref{v}). For the others measure lengths in $a_0$. In cylindrical coordinates $r_A^2=\varrho^2+z^2$ and $r_B^2=\varrho^2+(z-x)^2$, whose Jacobian gives $r_Ar_B\,dr_Adr_B=x\,\varrho\,d\varrho\,dz$. With $\xi=(r_A+r_B)/x\in[1,\infty)$ and $\eta=(r_A-r_B)/x\in[-1,1]$ one has $r_Ar_B=x^2(\xi^2-\eta^2)/4$ and $dr_Adr_B=\frac12x^2d\xi d\eta$, so $d^3r=2\pi\frac{x^3}{8}(\xi^2-\eta^2)d\xi d\eta$ after the angle integral. Since $ab=e^{-x\xi}/\pi$, only $A_n=\int_1^\infty\xi^ne^{-x\xi}d\xi$ is needed:
$A_0=e^{-x}/x$, $A_1=e^{-x}(1/x+1/x^2)$, $A_2=e^{-x}(1/x+2/x^2+2/x^3)$. Using $1/r_A=2/[x(\xi+\eta)]$ for $k$, which turns $\xi^2-\eta^2$ into $\xi-\eta$,
\begin{align}
S&=\frac{x^3}{4}\Big(2A_2-\frac23A_0\Big)=e^{-x}\Big(1+x+\frac{x^2}{3}\Big),\\
\frac{k}{E_h}&=\frac{x^3}{4}\,\frac2x\,2A_1=e^{-x}(1+x).
\end{align}
Next, $(aa|bb)=\int b^2v(r_A)$. The term $1/r_A$ of $v$ gives $j$. The rest contains $e^{-2(r_A+r_B)}/\pi$, and doubling all lengths turns these integrals into $\frac14k(2x)/E_h$ and $\frac18S(2x)$:
\begin{align}
\frac{(aa|bb)}{E_h}&=\frac1x-e^{-2x}\Big[\frac1x+1+\frac{1+2x}{4}+\frac{1+2x+4x^2/3}{8}\Big]\nonumber\\
&=\frac1x-e^{-2x}\Big[\frac1x+\frac{11}{8}+\frac{3x}{4}+\frac{x^2}{6}\Big].
\end{align}
The last two integrals need only bounds. Since $dv/dy=-E_hQ/y^2<0$ and $v(0)=E_h$, we have $v\le E_h$, and $ab>0$ gives $(aa|ab)=\int v(r_A)\,ab\le SE_h$. By the Cauchy--Schwarz inequality with weight $1/|\mathbf r-\mathbf r'|$, the potential of $ab$ is at most $\sqrt{v(r_A)v(r_B)}\le E_h$, so $(ab|ab)\le SE_h$. Also $k\le SE_h$ by inspection. Up to terms of order $S$, then, $j$ and $(aa|bb)$ become $E_h/x$, and the $1/x$ terms of Eq.~(\ref{rhf}) add to $-2+1+\frac12=-\frac12$:
\begin{equation}
E_{\rm RHF}=-E_h+\frac{5}{16}E_h-\frac{e^2}{8\pi\epsilon_0R}+O(S).
\label{lim}
\end{equation}
At infinite separation the frozen-orbital error relative to two atoms, $-E_h$, is $2\times5E_h/32=0.312500\,E_h=1.36242\times10^{-18}$ J.

\noindent\textit{Q.} The factor two is suggestive. But why do two neutral atoms attract like $1/R$?

Hartree--Fock, used as a functional of the density matrix, puts the unpolarized atom too high, and the frozen-orbital restricted H$_2$ molecule shows twice that error at infinite separation, together with a $1/R$ attraction. It remains to explain both features, to find the correct separated state, and to treat the unrestricted and self-consistent restricted molecules.
